# Finite-length bosonization of chiral fermions, proved in two ways

## The result

Chiral fermions of species \(s=1,\dots,M\) live on a ring of length \(L\). Their wave numbers are \(k_n=2\pi(n-b)/L\), where \(n\) is any integer and \(0\le b<1\) fixes the boundary condition \(\psi_s(x+L)=e^{-2\pi i b}\psi_s(x)\). The field is

\[
\psi_s(x)=\frac1{\sqrt L}\sum_n e^{ik_nx}c_{ns},\qquad \{c_{ns},c^\dagger_{n's'}\}=\delta_{nn'}\delta_{ss'} .
\]

The vacuum \(|0\rangle\) has all levels \(n\le0\) filled, and \(N_s\) counts particles relative to it. Write \(z^a=e^{2\pi i a x/L}\), and define for \(m\ge1\)

\[
b_{ms}=\frac1{\sqrt m}\sum_n c^\dagger_{ns}c_{n+m,s},\qquad
A_s(x)=\sum_{m\ge1}\frac{z^m}{\sqrt m}\,b_{ms}.
\]

Then

\[
\boxed{\;\psi_s(x)=\frac1{\sqrt L}\,F_s\,z^{N_s-b}\,e^{-A_s^\dagger(x)}\,e^{A_s(x)}\;}
\]

The Klein factor \(F_s\) removes one particle without exciting the sea. The phase \(z^{N_s-b}\) is the zero mode: the wave function of the topmost particle. The exponentials describe how the sea is shaken when a particle is removed at a point.

The field at a point produces vectors of infinite norm. The equation therefore means equality of all matrix elements between finite states, that is, finite combinations of configurations that differ from the vacuum in finitely many levels. Its Fourier coefficients are ordinary operator equations for the \(c_{ns}\) on these states. No short-distance cutoff is needed in this ordering.

## First derivation: from fermions to bosons

**The boson algebra.** Drop the species label and set \(\rho_m=\sqrt m\,b_m\). From

\[
[c_i^\dagger c_j,c_k^\dagger c_l]=\delta_{jk}c_i^\dagger c_l-\delta_{il}c_k^\dagger c_j
\]

one finds

\[
[\rho_m,\rho^\dagger_{m'}]=\sum_n\left(c_n^\dagger c_{n+m-m'}-c^\dagger_{n+m'}c_{n+m}\right).
\]

For \(m\ne m'\) each part acts finitely on a finite state, so the second may be shifted by \(n\to n-m'\), and the two cancel. For \(m=m'\) each part alone diverges, because infinitely many levels are filled. Write \(c_n^\dagger c_n={:}c_n^\dagger c_n{:}+\theta_n\), with \(\theta_n=1\) for \(n\le0\) and zero otherwise. The normal-ordered parts can be shifted and cancel. What remains is

\[
\sum_n(\theta_n-\theta_{n+m})=m,
\]

from the \(m\) values \(n=-m+1,\dots,0\). The same formula gives \([\rho_m,\rho_{m'}]=0\) for positive indices. Hence

\[
[b_{ms},b^\dagger_{m's'}]=\delta_{mm'}\delta_{ss'},\qquad [b_{ms},b_{m's'}]=0 .
\]

This step uses the bottomless sea. If there were a lowest level, the sum for \(m=m'\) would telescope to the number of particles in the lowest \(m\) levels. That is an operator, equal to \(m\) on states in which those levels are full.

**Completeness.** In a sector of fixed \(N\), list the occupied levels as \(n_1>n_2>\cdots\) and write \(n_j=N+1-j+\lambda_j\). The \(\lambda_j\ge0\) do not increase with \(j\), and finitely many are nonzero. A configuration is thus a partition of its excitation level \(\ell=\sum_j\lambda_j\). The ground state \(|N\rangle\) has \(\ell=0\). Since \(b_m\) lowers \(\ell\) by \(m\), \(b_m|N\rangle=0\). The states

\[
|N;\{\nu_m\}\rangle=\prod_m\frac{(b_m^\dagger)^{\nu_m}}{\sqrt{\nu_m!}}\,|N\rangle,\qquad \ell=\sum_m m\nu_m,
\]

are orthonormal by the boson algebra, and at given \(\ell\) they too are counted by the partitions of \(\ell\). An orthonormal set with as many members as the dimension of the space is a basis. For several species, take products.

**Klein factors.** Fix the signs of the ground states by

\[
|N_1,\dots,N_M\rangle=C_1^{N_1}\cdots C_M^{N_M}|0\rangle,
\]

where \(C_s^{N}=c^\dagger_{Ns}\cdots c^\dagger_{1s}\) for \(N>0\), \(C_s^{N}=c_{N+1,s}\cdots c_{0s}\) for \(N<0\), and \(C_s^0=1\). Taking out the top fermion of species \(s\) means moving \(c_{N_s s}\) past the factors with \(r<s\). This gives

\[
c_{N_ss}|\dots N_s\dots\rangle=\sigma_s|\dots N_s-1\dots\rangle,\qquad \sigma_s=(-1)^{\sum_{r<s}N_r}.
\]

Define \(F_s\) to do the same on ground states and to commute with all \(b\) and \(b^\dagger\). Completeness makes this a definition on the whole space. \(F_s\) maps an orthonormal basis one-to-one onto itself up to signs, so it is unitary. It obeys \(N_sF_s=F_s(N_s-1)\). For \(r<s\), lowering \(N_r\) before applying \(F_s\) reverses \(\sigma_s\), so \(F_rF_s=-F_sF_r\), and likewise \(F_r^\dagger F_s=-F_sF_r^\dagger\).

**Action on a ground state.** From \([c_i^\dagger c_j,c_k]=-\delta_{ik}c_j\),

\[
[b_{mr},\psi_s(x)]=-\delta_{rs}\frac{z^{-m}}{\sqrt m}\psi_s(x),\qquad
[b^\dagger_{mr},\psi_s(x)]=-\delta_{rs}\frac{z^{m}}{\sqrt m}\psi_s(x).
\]

In the first, for example, \(-m^{-1/2}\sum_n e^{ik_nx}c_{n+m}\) becomes a multiple of \(\psi\) after \(n\to n-m\), which supplies \(z^{-m}\).

Let \(\Phi=\psi_s(x)|\mathbf N\rangle\), where \(\mathbf N\) stands for all the particle numbers and \(\mathbf N-\mathbf e_s\) has \(N_s\) lowered by one. Since \(b_{ms}|\mathbf N\rangle=0\), we have \(b_{ms}\Phi=\alpha_m\Phi\) with \(\alpha_m=-z^{-m}/\sqrt m\), and the other species' bosons annihilate \(\Phi\). The component of \(\Phi\) on a boson state is therefore

\[
\langle \mathbf N-\mathbf e_s;\{\nu_m\}|\Phi\rangle=\prod_m\frac{\alpha_m^{\nu_m}}{\sqrt{\nu_m!}}\;\langle\mathbf N-\mathbf e_s|\Phi\rangle .
\]

These are the components of \(\exp(\sum_m\alpha_mb^\dagger_{ms})=e^{-A_s^\dagger(x)}\) acting on the ground state. In the last factor the term \(n=N_s\) alone connects the two ground states, giving \(L^{-1/2}\sigma_s z^{N_s-b}\). So

\[
\psi_s(x)|\mathbf N\rangle=\frac1{\sqrt L}F_s\,z^{N_s-b}e^{-A_s^\dagger(x)}|\mathbf N\rangle .
\]

**Action on any state.** The second commutator reads \(\psi_sb^\dagger_{ms}=(b^\dagger_{ms}+z^m/\sqrt m)\psi_s\). Moving \(\psi_s\) through a polynomial \(P(b^\dagger)\) thus shifts each argument. The operator \(e^{A_s}\) makes the same shift, since \(e^{A_s}b^\dagger_{ms}e^{-A_s}=b^\dagger_{ms}+z^m/\sqrt m\), and it leaves \(|\mathbf N\rangle\) unchanged. Therefore

\[
\psi_sP(b^\dagger)|\mathbf N\rangle=\frac1{\sqrt L}F_sz^{N_s-b}e^{-A_s^\dagger}e^{A_s}P(b^\dagger)|\mathbf N\rangle ,
\]

and the identity holds on a complete set.

As an illustration, the coefficient of \(z^{-2-b}\) in \(\psi|0\rangle\) for one species gives

\[
c_{-2}|0\rangle=F\left(\tfrac12b_1^{\dagger2}-\tfrac1{\sqrt2}b_2^\dagger\right)|0\rangle .
\]

In normalized boson states the amplitudes are \(1/\sqrt2\) and \(-1/\sqrt2\). This hole at \(n=-2\) is an equal-weight superposition of two boson states: one with two \(m=1\) quanta and one with a single \(m=2\) quantum.

## Second derivation: from bosons to fermions

Now forget the fermions. Start from independent oscillators \(b_{ms}\), integer-valued \(N_s\), and unitary \(F_s\) that commute with the oscillators and act on ground states by \(F_s|\mathbf N\rangle=\sigma_s|\mathbf N-\mathbf e_s\rangle\). Define \(\Psi_s(x)\) by the boxed right-hand side and its modes \(C_{ns}\) by \(\Psi_s=L^{-1/2}\sum_ne^{ik_nx}C_{ns}\). It must be shown that these modes are fermions and that they fill the space.

**Two products.** Let \(w\) be the phase \(z\) taken at \(y\), and \(u=z/w\). For one species,

\[
[A(x),A^\dagger(y)]=\sum_{m\ge1}\frac{u^m}{m}=-\ln(1-u),\qquad |u|<1 .
\]

Because this is a number, \(e^{A(x)}e^{A^\dagger(y)}=e^{A^\dagger(y)}e^{A(x)}/(1-u)\). With \(Fg(N)F^\dagger=g(N+1)\),

\[
\Psi(x)\Psi^\dagger(y)=\frac{u^{N+1-b}}{L(1-u)}V,\qquad |u|<1,
\]
\[
V=e^{A^\dagger(y)-A^\dagger(x)}\,e^{A(x)-A(y)} .
\]

In the opposite order \(F^\dagger F=1\), and \([A(y),A^\dagger(x)]=-\ln(1-u^{-1})\), so

\[
\Psi^\dagger(y)\Psi(x)=\frac{u^{N-b}}{L(1-u^{-1})}V,\qquad |u|>1 .
\]

The two regions mean \(x\to x+i0\) and \(x\to x-i0\). Equivalently, each fraction is its power series, and the equations hold coefficient by coefficient.

**The anticommutator.** Adding the two series gives

\[
\{\Psi(x),\Psi^\dagger(y)\}=\frac{u^{N-b}}L\left(\sum_{m\ge1}u^m+\sum_{m\ge0}u^{-m}\right)V
=\frac{u^{-b}}L\sum_{m=-\infty}^{\infty}u^m\;u^NV .
\]

Between finite states \(u^NV\) is a finite sum of integer powers of \(z\) and \(w\). Multiplying the two-sided series by \(z\) equals multiplying it by \(w\), after a shift of \(m\). Hence \(z\) may be replaced by \(w\) in \(u^NV\), which then becomes 1. This step uses the integer values of \(N\). A common offset \(N\to N+a\) would still give a delta function, but with the twist \(b-a\) in place of \(b\). The result is

\[
\{\Psi(x),\Psi^\dagger(y)\}=\frac1L\sum_ne^{ik_n(x-y)}=\sum_je^{-2\pi i bj}\,\delta(x-y-jL),
\]

the delta function with the twisted periodicity of the field, so \(\{C_n,C_{n'}^\dagger\}=\delta_{nn'}\).

For two annihilation fields, exchanging \(e^{A(x)}\) and \(e^{-A^\dagger(y)}\) gives the factor \(1-u\), and \(z^NF=Fz^{N-1}\). The scalar and zero-mode part is

\[
F^2z^{N-1-b}w^{N-b}\left(1-\frac zw\right)=F^2(zw)^{N-b}\left(\frac1z-\frac1w\right).
\]

The remaining exponentials are symmetric in \(x\) and \(y\), so \(\{\Psi(x),\Psi(y)\}=0\). For different species the oscillator and phase factors commute, and the Klein factors supply the minus sign. Without the signs \(\sigma_s\), fields of different species would commute.

**The vacuum and the densities.** On \(|0\rangle\), \(\Psi\) contains the powers \(z^{-b-m}\) with \(m\ge0\), so \(C_n|0\rangle=0\) for \(n>0\). Since \(F^\dagger|0\rangle=|1\rangle\), \(\Psi^\dagger(y)|0\rangle\) contains the powers \(w^{-(1-b)-m}\), so \(C_n^\dagger|0\rangle=0\) for \(n\le0\). Thus \(|0\rangle\) is the filled sea of the new fermions.

Subtracting the vacuum value from the second product leaves

\[
{:}\Psi^\dagger(y)\Psi(x){:}=\frac{u^{-b}}L\,\frac{u^NV-1}{1-u^{-1}} .
\]

The numerator vanishes at \(x=y\), so the limit is finite. To first order in \(x-y\), the denominator is \(2\pi i(x-y)/L\) and the numerator is \((x-y)\left(2\pi iN/L+\partial_xA-\partial_xA^\dagger\right)\). Hence

\[
{:}\Psi^\dagger(x)\Psi(x){:}=\frac1L\left[N+\sum_{m\ge1}\sqrt m\left(z^mb_m+z^{-m}b_m^\dagger\right)\right].
\]

Comparing Fourier coefficients gives \(N=\sum_n{:}C_n^\dagger C_n{:}\) and \(\sqrt m\,b_m=\sum_nC_n^\dagger C_{n+m}\), the definitions of the first section.

**Nothing is left over.** The zero-level part of \(\Psi_s\) gives \(C_{N_ss}|\mathbf N\rangle=F_s|\mathbf N\rangle\), and its adjoint raises \(N_s\). The modes therefore reach every ground state from \(|0\rangle\), with the signs of the ordered products used before. Their bilinears then create all boson excitations. So \(|0\rangle\) generates the whole space. The anticommutators and the vacuum conditions fix every inner product between strings of \(C\) and \(C^\dagger\) acting on \(|0\rangle\). Sending each string of \(c\) to the same string of \(C\) is then a unitary map. It carries \(N_s\), \(b_{ms}\) and \(F_s\) into their counterparts, and the identity for \(\Psi_s\) becomes the identity for \(\psi_s\).

## The free Green function

For one species with linear dispersion let \(H=\hbar v\sum_nk_n{:}c_n^\dagger c_n{:}\) and \(\Delta=2\pi\hbar v/L\). Every term of \(b_m^\dagger\) raises the energy by \(m\Delta\), and \(|N\rangle\) has energy \(\Delta[N(N+1)/2-bN]\). By completeness

\[
H=\Delta\left[\sum_{m\ge1}m\,b_m^\dagger b_m+\frac{N(N+1)}2-bN\right].
\]

Under this \(H\), \(b_m\) acquires the phase \(e^{-2\pi imvt/L}\). Removing the top particle changes the energy by \(-\Delta(N-b)\), so \(F\) becomes \(Fe^{-2\pi iv(N-b)t/L}\). Both changes replace \(x\) by \(\xi=x-vt\), so \(\psi(x,t)=\psi(\xi)\).

In \(|N\rangle\) the mean of \(V\) is 1. With \(u=e^{2\pi i\xi/L}\) and \(k_F=2\pi(N+\tfrac12-b)/L\), the first product gives

\[
\langle\psi(x,t)\psi^\dagger(0,0)\rangle=\frac{u^{N+1-b}}{L(1-u)}=\frac{i\,e^{ik_F\xi}}{2L\sin[\pi(\xi+i0)/L]},
\]

which is the free-fermion sum \(L^{-1}\sum_{n>N}e^{ik_n\xi}\). The second gives

\[
\langle\psi^\dagger(0,0)\psi(x,t)\rangle=\frac{-i\,e^{ik_F\xi}}{2L\sin[\pi(\xi-i0)/L]}=\frac1L\sum_{n\le N}e^{ik_n\xi}.
\]

Multiplied by \(-i\) and \(+i\), these are the greater and lesser Green functions. For \(|\xi|\ll L\) the sine becomes its argument, and the decay is \(1/(2\pi|\xi|)\).

**Finite temperature.** Let the ring exchange particles with a reservoir at temperature \(T\) and chemical potential \(\mu\). Put \(\varepsilon_n=\hbar vk_n\) and \(K=H-\mu N\). The time dependence just found implies \(e^{K/k_BT}c_ne^{-K/k_BT}=e^{-(\varepsilon_n-\mu)/k_BT}c_n\). Cyclicity of the trace then gives

\[
\langle c_n^\dagger c_n\rangle=e^{-(\varepsilon_n-\mu)/k_BT}\langle c_nc_n^\dagger\rangle .
\]

With the anticommutator this yields the Fermi function \(f_n=[e^{(\varepsilon_n-\mu)/k_BT}+1]^{-1}\).

Since \(K\) is diagonal in the occupations, \(\langle c_n^\dagger c_{n'}\rangle=\delta_{nn'}f_n\), and so \(\langle\psi^\dagger(0)\psi(x)\rangle=L^{-1}\sum_nf_ne^{ik_nx}\). The boson trace gives this correlation function as a product, because \(K\) is a sum of a term in \(N\) and one term for each oscillator, so the averages factorize. Let \(B_m=(e^{m\Delta/k_BT}-1)^{-1}\). The geometric series and its derivatives give \(\langle b_m^{\dagger j}b_m^j\rangle=j!\,B_m^j\), so

\[
\langle e^{-g^*b_m^\dagger}e^{gb_m}\rangle=\sum_j\frac{(-|g|^2)^j}{(j!)^2}\,j!\,B_m^j=e^{-|g|^2B_m}.
\]

In \(V\) with \(y=0\), \(|g|^2=|z^m-1|^2/m=(2/m)[1-\cos(2\pi mx/L)]\). Therefore, at equal times,

\[
\langle\psi^\dagger(0)\psi(x)\rangle=\frac1L\,\frac{\langle u^{N-b}\rangle}{1-u^{-1}}\,
\exp\left[-\sum_{m\ge1}\frac{2B_m}m\left(1-\cos\frac{2\pi mx}L\right)\right].
\]

**Numbers.** Take \(L=1\ \mu\)m, \(v=5\times10^5\) m/s, \(T=10\) K, \(\mu=1\) meV, \(b=0.3\) and \(x=0.2\ \mu\)m. Then \(\Delta=2.068\) meV and \(k_BT=0.862\) meV. The weights \(\exp\{-[\Delta(N(N+1)/2-bN)-\mu N]/k_BT\}\), normalized, give probabilities 0.086, 0.561, 0.334 and 0.018 for \(N=-1,0,1,2\). The three factors are

- zero mode: \(\langle u^{N-b}\rangle=0.7184-0.0199i\);
- singular factor: \(1/(1-u^{-1})=0.5000-0.6882i\);
- thermal bosons: 0.8574, with \(B_1=0.0998\).

The first two multiply to \(0.3455-0.5043i\). Multiplying by 0.8574 and dividing by \(L\) gives \(0.296-0.432i\) per \(\mu\)m.

For the Fermi sum, separate the vacuum sea, whose sum is known in closed form:

\[
\frac1L\left[\frac{u^{-b}}{1-u^{-1}}+\sum_n(f_n-\theta_n)u^{n-b}\right].
\]

Numerical summation over \(-60\le n\le60\) also gives \(0.296-0.432i\) per \(\mu\)m.

Holding \(N\) at 0 replaces the zero-mode factor by \(u^{-b}\) and gives \(0.181-0.706i\) per \(\mu\)m. That is the function of a ring that exchanges no particles, held at \(N=0\), but is still in thermal equilibrium at 10 K. Used for the ring with a reservoir, it is wrong by 57% of the magnitude of the correct value. Here the zero mode matters more than the thermal bosons: it reduces the magnitude by the factor 0.719, they by 0.857.

## What each derivation assumes

The first derivation assumes the fermion Fock space with a bottomless filled sea. Its main inputs are the boson commutator left by that sea and the partition count. It finds the form of the field without guessing it, and the anticommutator is inherited from the \(c_{ns}\).

The second assumes oscillators, integer charges, Klein factors and the final expression. It needs no partition count and no commutator of fermion bilinears. It derives the anticommutator instead, and completeness follows because the modes generate every state. Its extra input is that the anticommutators and a generating vacuum determine the Fock representation up to a unitary map.

Neither proof of the identity uses a Hamiltonian. Curvature of the dispersion or interactions leave it intact, but the boson form of \(H\), the dependence on \(x-vt\) and the thermal boson product were derived for the free \(H\) with \(\varepsilon_n=\hbar vk_n\). Linear dispersion alone does not secure them: an added term \(\sum_mV_m\rho_m^\dagger\rho_m\) keeps \(H\) quadratic in the bosons, but if \(V_m\) varies with \(m\) each boson moves with its own velocity and \(\psi\) no longer depends on \(x-vt\) alone. The equal-time functions in \(|N\rangle\) need only that the levels \(n\le N\) are the filled ones. A single chiral branch with a bottom is described approximately, for states in which the deep levels stay filled and for quantities smoothed over lengths long compared with the wavelength at the bottom. For such a branch distance alone does not suffice. With a sharp lowest level \(n=-D\), the sum \(L^{-1}\sum_{n=-D}^{N}u^{n-b}\) equals \((u^{N-b}-u^{-D-1-b})/[L(1-u^{-1})]\). The second term oscillates with the wave number of the bottom and is as large as the first at every real \(x\). Smoothing removes it, and it spares the first term only if \(|N|\ll D\), that is, with wave numbers measured from the Fermi point. A real one-dimensional band has two branches joined at the bottom. For \(b=0\) and the levels \(-N,\dots,N\) filled, the second term equals \(u^{-N}/[L(1-u)]\), the function of the left movers, so two chiral species give this equal-time function exactly and nothing has to be smoothed.

Numerical values quoted here were computed with a short program.
